# Diffusion of an overdamped adatom in a cosine potential

## The diffusion coefficient from two directions

An atom that lands on a crystal terrace during epitaxial growth wanders until it meets a step or another atom. The surface beneath it is not flat. Along a row of surface sites its energy rises and falls with the period of the crystal, while the vibrating substrate both damps its motion and kicks it about. On a flat surface with the same damping the atom would diffuse at a known rate. The question is how much the corrugation slows it down, for corrugation of any strength.

Let the atom move along one coordinate $x$ in the potential
$$U(x)=V\cos kx,\qquad k=\frac{2\pi}{a},$$
where $a$ is the period and $V>0$ the amplitude. The tops lie at $U=V$ and the wells at $U=-V$, so the barrier is $2V$. This convention matters, because the answer depends on $V$ exponentially when the barrier is high. The substrate is represented by a friction rate $\gamma$, the same at every position, and by white noise at temperature $T$. With $m$ for the mass and $k_B$ for Boltzmann's constant,
$$m\ddot x=-U'(x)-m\gamma\dot x+\sqrt{2m\gamma k_BT}\;\xi(t),$$
where $\xi$ is Gaussian with zero mean and $\mathbb E[\xi(t)\xi(t')]=\delta(t-t')$. The symbol $\mathbb E$ denotes a mean over the noise and over starting positions.

The atom is overdamped when its velocity relaxes much faster than the force on it changes. The left side may then be dropped. Dividing by $m\gamma$, and writing $u=U/k_BT$, gives
$$\dot x=-D_0u'(x)+\sqrt{2D_0}\;\xi(t),\qquad D_0=\frac{k_BT}{m\gamma}.$$
The first coefficient follows from $U'/(m\gamma)=k_BTu'/(m\gamma)=D_0u'$, and the second from $\sqrt{2m\gamma k_BT}/(m\gamma)=\sqrt{2k_BT/(m\gamma)}$. If $u'=0$, the displacement is the integral of the noise, and its mean square is $2D_0t$. So $D_0$ is the diffusion coefficient on the flat surface. How strong the friction must be for this step is worked out in the second half.

To pass from one trajectory to a density, take a smooth function $f(x)$ that vanishes far away. In a short time $dt$ the noise displaces the atom by an amount whose mean square is $2D_0\,dt$, which is of first order in $dt$. The second-order term of the Taylor series of $f$ must therefore be kept:
$$\frac{d}{dt}\mathbb E[f]=\mathbb E\left[-D_0u'f'+D_0f''\right].$$
Write both sides as integrals over the probability density $p(x,t)$ and integrate by parts until no derivative acts on $f$. Since $f$ is arbitrary,
$$\frac{\partial p}{\partial t}=D_0\frac{\partial}{\partial x}\left(\frac{\partial p}{\partial x}+u'p\right)=-\frac{\partial J}{\partial x}.$$
This is the Smoluchowski equation. Its flux can be written with a single derivative,
$$J=-D_0\left(p'+u'p\right)=-D_0\,e^{-u}\frac{d}{dx}\left(e^{u}p\right),$$
because differentiating the product gives $e^{u}(p'+u'p)$. In equilibrium $J=0$ and $p$ is proportional to $e^{-u}$, as it must be.

Consider now many atoms that do not interact. Their number density $n(x)$ obeys the same equation. Suppose that a source far to the left and a sink far to the right keep up a steady current. Then $J$ does not depend on $x$, and $w=e^{u}n$ satisfies
$$w'(x)=-\frac{J}{D_0}e^{u(x)}.$$
Let $\langle\;\rangle$ denote the plain average over one period. Integration over any full period gives
$$w(x+a)-w(x)=-\frac{Ja}{D_0}\langle e^{u}\rangle,$$
which is the same for every $x$. The density itself has a large ripple within each period, with atoms crowded into the wells. The quantity that enters Fick's law on a larger scale is the density averaged over a period,
$$\bar n(x)=\frac1a\int_x^{x+a}n(s)\,ds .$$
Since $n=e^{-u}w$ and $u$ is periodic, its change from one period to the next is
$$\bar n(x+a)-\bar n(x)=\frac1a\int_x^{x+a}e^{-u(s)}\left[w(s+a)-w(s)\right]ds=-\frac{Ja}{D_0}\langle e^{u}\rangle\langle e^{-u}\rangle .$$
The bracket was constant and came out of the integral. Fick's law defines the collective diffusion coefficient $D$ by $J=-D[\bar n(x+a)-\bar n(x)]/a$. Therefore
$$D=\frac{D_0}{\langle e^{u}\rangle\langle e^{-u}\rangle}.$$

The two averages have separate meanings. The factor $\langle e^{u}\rangle$ is a resistance. It is dominated by the barrier tops, where atoms are scarce and a large gradient of $w$ is needed to carry the current. The factor $\langle e^{-u}\rangle$ is a storage capacity, dominated by the wells, where atoms count towards the density while contributing little to transport. The Cauchy-Schwarz inequality gives
$$\langle e^{u}\rangle\langle e^{-u}\rangle\ge\langle e^{u/2}e^{-u/2}\rangle^2=1,$$
so that in this model no periodic potential can raise $D$ above $D_0$.

For the cosine, set $z=V/k_BT$ and $\theta=kx$. Expanding the exponential,
$$\langle e^{z\cos\theta}\rangle=\sum_{n=0}^\infty\frac{z^n}{n!}\langle\cos^n\theta\rangle .$$
Write $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$ and expand the $n$th power by the binomial theorem. A term survives the average over a period only if it contains as many factors $e^{i\theta}$ as $e^{-i\theta}$. This is impossible for odd $n$. For $n=2j$ there are $(2j)!/(j!)^2$ such terms, each with weight $2^{-2j}$, so
$$\langle\cos^{2j}\theta\rangle=\frac{(2j)!}{4^j(j!)^2},\qquad \langle e^{z\cos\theta}\rangle=\sum_{j=0}^\infty\frac{(z/2)^{2j}}{(j!)^2}=I_0(z).$$
The last sum is the series that defines the modified Bessel function $I_0$. It contains even powers alone, so replacing $z$ by $-z$ changes nothing, and $\langle e^{-u}\rangle=\langle e^{u}\rangle$. In geometrical terms, a shift by half a period turns the cosine upside down. Resistance and capacity contribute equally, which is the origin of the square:
$$D=\frac{D_0}{I_0(V/k_BT)^2}.$$
If $V$ had been chosen to mean the full barrier, the argument would have been $V/(2k_BT)$.

This derivation used a steady current of many atoms. The same coefficient should describe one atom followed for a long time, and this can be shown without Fick's law. The idea is to stretch the coordinate so that the force disappears. Define
$$y(x)=\frac{1}{\langle e^{u}\rangle}\int_0^xe^{u(s)}\,ds .$$
Over one period $y$ grows by $a$, exactly as $x$ does. The difference $\chi(x)=y(x)-x$ is therefore periodic and bounded, and over long distances $x$ and $y$ measure the same displacement. By the rule used above for $f$, the mean drift of $y$ is
$$D_0\left(y''-u'y'\right)=D_0\,e^{u}\frac{d}{dx}\left(e^{-u}y'\right)=0,$$
since $e^{-u}y'=1/\langle e^{u}\rangle$ is constant. What remains is noise of strength $\sqrt{2D_0}\,y'(x)$. Noise increments at different times are uncorrelated, so their mean squares add:
$$\mathbb E[(\Delta y)^2]=2D_0\int_0^t\mathbb E\left[y'(x(s))^2\right]ds .$$
Let the atom start in thermal equilibrium within a period. Its position modulo $a$ then keeps the density $e^{-u}/(a\langle e^{-u}\rangle)$ at all times, and the integrand is constant:
$$\mathbb E[y'^2]=\frac{\langle y'^2e^{-u}\rangle}{\langle e^{-u}\rangle}=\frac{\langle e^{2u}e^{-u}\rangle}{\langle e^{u}\rangle^2\langle e^{-u}\rangle}=\frac{1}{\langle e^{u}\rangle\langle e^{-u}\rangle}.$$
So $\mathbb E[(\Delta y)^2]=2Dt$ with the same $D$ as before. Another starting position within the period alters the early motion, but not the slope at long times, because the distribution within the period relaxes to equilibrium.

The displacement of $x$ itself is $\Delta x=\Delta y-\Delta\chi$. Its mean square contains the cross term $\mathbb E[\Delta y\,\Delta\chi]$, with $\Delta\chi=\chi(x_t)-\chi(x_0)$. Since $y$ has no drift from any starting point, $\mathbb E[\Delta y\,\chi(x_0)]=0$. Equilibrium motion is reversible in time. Reversal exchanges $x_0$ with $x_t$ and changes the sign of $\Delta y$, so $\mathbb E[\Delta y\,\chi(x_t)]=0$ as well. Hence
$$\mathbb E[(\Delta x)^2]=2Dt+\mathbb E[(\Delta\chi)^2].$$
The extra term is positive and bounded. For this equilibrium start, the mean square displacement divided by $2t$ thus approaches $D$ from above, with an excess that falls as $1/t$ once the extra term has levelled off. For other starts the cross term need not vanish and the offset can have either sign: for the cosine with $V=k_BT$, an atom started at the bottom of a well approaches $D$ from below.

The result was tested numerically in units where $k=1$ and $D_0=1$. One test follows the decay of a density wave of small wave number $q$. Put $p=e^{iqx-\lambda t}\sum_nc_ne^{inx}$ into the Smoluchowski equation with $u'=-z\sin x$. Collecting equal exponentials gives
$$-\lambda c_n=-(q+n)^2c_n-\frac z2(q+n)\left(c_{n-1}-c_{n+1}\right).$$
A diffusing density decays at the rate $\lambda=Dq^2$ for small $q$, so the smallest eigenvalue yields $D$ without any use of the averages above. At $z=2$ this gives $D/D_0=0.19244$, and the Bessel formula gives 0.19244. A finite-difference solution for a steady current through four periods, with 400 points in each, gives 0.19240. At $z=1$ the formula gives 0.6239. The mean square displacement of 20,000 simulated walkers after a time of 50 gives 0.6367, which is 2% higher. The term in $\chi$ levels off at 0.64 for $z=1$ and adds $0.64/100$, so the expected value at this time is 0.630. The remaining 1% is the size of the sampling error.

When the corrugation is weak, $I_0(z)=1+z^2/4+\dots$, its square is $1+z^2/2+\dots$, and
$$\frac{D}{D_0}\simeq1-\frac12\left(\frac{V}{k_BT}\right)^2 .$$
There is no term linear in $V$, since reversing the sign of $V$ only shifts the potential by half a period.

When the corrugation is strong, write the average as $I_0(z)=\pi^{-1}\int_0^\pi e^{z\cos\theta}d\theta$. The integral comes from small angles, where $\cos\theta\simeq1-\theta^2/2+\theta^4/24$. With $\theta=s/\sqrt z$,
$$I_0(z)\simeq\frac{e^z}{\pi\sqrt z}\int_0^\infty e^{-s^2/2}\left(1+\frac{s^4}{24z}\right)ds=\frac{e^z}{\sqrt{2\pi z}}\left(1+\frac1{8z}\right).$$
The two Gaussian integrals used here are $\sqrt{\pi/2}$ and $3\sqrt{\pi/2}$. Squaring and inverting,
$$D\simeq D_0\,2\pi z\,e^{-2z}\left(1-\frac1{4z}\right).$$
The exponent $2z=2V/k_BT$ is the barrier over the thermal energy. One formula therefore joins nearly free diffusion to thermally activated hopping.

## Hopping, inertia and a germanium adatom

The atom has mass $m$, friction rate $\gamma$ and potential $U=V\cos kx$ with $k=2\pi/a$. The thermal energy is $k_BT$, and $u=U/k_BT$, $z=V/k_BT$. Brackets $\langle\;\rangle$ denote the average over a period. Without inertia, the first half gave
$$D=\frac{D_0}{\langle e^{u}\rangle\langle e^{-u}\rangle}=\frac{D_0}{I_0(z)^2},\qquad D_0=\frac{k_BT}{m\gamma},$$
with the high-barrier form $D\simeq2\pi zD_0e^{-2z}$ at leading order.

This limit can be read as hopping between wells. The curvature of $U$ at a well is $Vk^2$, so an undamped atom would oscillate there at the angular frequency $\omega_0$ given by $\omega_0^2=Vk^2/m$. The curvature at a top has the same size and the opposite sign. Since $2\pi zD_0=2\pi V/(m\gamma)$ and $V/m=\omega_0^2a^2/(4\pi^2)$,
$$D\simeq a^2r,\qquad r=\frac{\omega_0^2}{2\pi\gamma}e^{-2V/k_BT}.$$
A walker that jumps by $a$ to the right at rate $r$ and to the left at the same rate has a mean square displacement $2ra^2t$, hence $D=a^2r$. So $r$ is the hopping rate in one direction.

In the overdamped limit an exact statement about time holds at any barrier height. Start the atom at the bottom of a well and let $\tau$ be the mean time until it first reaches the bottom of either neighbouring well. By mirror symmetry it arrives left or right with equal probability, whatever the time taken. From there the process begins afresh. After many arrivals the mean square displacement is $a^2$ times their mean number, which grows as $t/\tau$. The distance from the last well reached is always less than $a$ and does not affect the slope. Thus $2D=a^2/\tau$, or
$$\tau=\frac{a^2}{2D}.$$

An experimenter would obtain an activation energy from the slope of $\ln D$ against $\beta=1/k_BT$. With $\gamma$ held fixed, $\ln D=\text{const}-\ln\beta-2\ln I_0(\beta V)$. The derivative of $I_0$ is the modified Bessel function $I_1$, so
$$E_a=-\frac{d\ln D}{d\beta}=k_BT+2V\frac{I_1(z)}{I_0(z)}.$$
For large $z$, differentiating the logarithm of the asymptotic form of $I_0$ gives $I_1/I_0\simeq1-1/(2z)-1/(8z^2)$. The second term contributes $-k_BT$, which cancels the first term of $E_a$, and
$$E_a\simeq2V-\frac{(k_BT)^2}{4V}.$$
The slope is close to the true barrier when the barrier is high.

The step most open to doubt is the neglect of inertia. To find its first correction, measure velocity in units of $\sqrt{k_BT/m}$, length in units of $1/k$, and write $g=\gamma/(k\sqrt{k_BT/m})$ for the friction in the matching unit. The density $f(x,v)$ in position and velocity obeys the Klein-Kramers equation, which in a steady state reads
$$0=-v\,\partial_xf+u'\,\partial_vf+g\,\partial_v\left(vf+\partial_vf\right).$$
Let $n,J,\Pi,Q$ be the integrals over $v$ of $f,vf,v^2f,v^3f$. Integrating the equation as it stands shows that $J$ is constant. Multiplying by $v$ or by $v^2$ first, and integrating by parts, gives
$$\Pi'+u'n+gJ=0,\qquad Q'+2u'J+2g(\Pi-n)=0.$$
For strong friction the velocities are nearly Maxwellian with a small drift, for which $Q=3J$. Departures from this value are smaller by a factor of order $1/g^2$, because each higher velocity moment is driven by the lower ones and damped at a rate proportional to $g$. Since $J$ is constant, $Q'$ drops out at leading order, leaving $\Pi=n-u'J/g$. Put this into the first equation:
$$n'+u'n=-gJ+\frac{u''J}{g},\qquad\text{so}\qquad (e^{u}n)'=-gJ\,e^{u}\left(1-\frac{u''}{g^2}\right).$$
This is the earlier equation for $w=e^{u}n$ with a modified resistance. The remaining steps to Fick's law are unchanged, and $\langle e^{u}\rangle$ is replaced by $\langle e^{u}\rangle-\langle u''e^{u}\rangle/g^2$. With $u=z\cos x$ in these units, $-\langle u''e^{u}\rangle=z\langle\cos x\,e^{z\cos x}\rangle=zI_1(z)$. Restoring ordinary units, $z/g^2=Vk^2/(m\gamma^2)=(\omega_0/\gamma)^2$, and
$$D\simeq\frac{D_0}{I_0(z)^2}\;\frac{1}{1+(\omega_0/\gamma)^2I_1(z)/I_0(z)}.$$
For a high barrier $I_1/I_0$ is near one, and the overdamped formula needs $\gamma$ well above $\omega_0$.

For a high barrier and any friction that still thermalizes the atom in each well, the correction can be found from the motion near the top. Measure $x$ from there, with $v$ in ordinary units again:
$$\dot v=\omega_0^2x-\gamma v+\sqrt{2\gamma k_BT/m}\;\xi .$$
Choose $\mu>0$ with $\mu(\mu+\gamma)=\omega_0^2$. The combination $X=v+(\mu+\gamma)x$ then obeys $\dot X=\mu X$ plus the same noise. It grows as $e^{\mu t}$ times $X(0)+R$, where $R$ is Gaussian with variance $(2\gamma k_BT/m)\int_0^\infty e^{-2\mu t}dt=\gamma k_BT/(m\mu)$. An atom at the top with velocity $v$ ends on the right if $v+R>0$; call this probability $P(v)$. By time reversal and mirror symmetry, $P(v)$ is also the probability that it came from the left. The escape rate is the density at the top, for one atom in the left well, times the Maxwell average of $vP(v)$. Integration by parts turns that average into $k_BT/m$ times the average of $P'(v)$, which is the probability density of $v+R$ at zero:
$$\overline{vP}=\frac{k_BT}{m}\frac{1}{\sqrt{2\pi(k_BT/m)(1+\gamma/\mu)}}=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{\mu}{\omega_0}.$$
The last step used $\mu/(\mu+\gamma)=\mu^2/\omega_0^2$. The density at the top is $\sqrt{m\omega_0^2/(2\pi k_BT)}\,e^{-2V/k_BT}$, from a Gaussian well. The product is Kramers' rate,
$$r=\frac{\mu}{2\pi}e^{-2V/k_BT},\qquad \mu=\sqrt{\frac{\gamma^2}{4}+\omega_0^2}-\frac\gamma2 .$$
For strong friction $\mu\to\omega_0^2/\gamma$, and the overdamped rate returns. Relative to that rate, inertia gives the factor $\mu\gamma/\omega_0^2$.

As an example take a germanium adatom moving along the dimer rows of Ge(001) at 600 K. The inputs are rough: a period of 0.40 nm and a barrier of 0.60 eV, so $V=0.30$ eV. The friction rate, 20 ps$^{-1}$, is not a measured value. It is chosen to bring the atom near the overdamped regime. Friction from phonons alone may be as weak as 1 ps$^{-1}$ or less, and the overdamped formula would then fail. With $k_BT=0.0517$ eV and a mass of 72.63 u, $D_0=k_BT/(m\gamma)=3.43\times10^{-5}$ cm$^2$/s. Further,
$$z=\frac{0.30}{0.0517}=5.80,\qquad I_0(z)^2=56.15^2=3153,$$
$$D=\frac{3.43\times10^{-5}}{3153}=1.09\times10^{-8}\ \text{cm}^2/\text{s}.$$
The leading high-barrier form gives $1.14\times10^{-8}$ cm$^2$/s, and the factor $1-1/(4z)$ brings it to $1.09\times10^{-8}$. The mean time to a neighbouring well is $(0.40\times10^{-7})^2/(2\times1.09\times10^{-8})$ s, or 73 ns. On an unbounded row the root mean square displacement in one second would be about 1.5 µm. At fixed friction, $D$ rises from $1.1\times10^{-9}$ cm$^2$/s at 500 K to $1.9\times10^{-7}$ at 800 K. The apparent activation energy stays within 0.006 eV of the barrier over this range.

The well frequency is $\omega_0=9.9$ ps$^{-1}$, half the friction rate, so inertia is not negligible. A numerical solution of the Klein-Kramers equation gives $D$ as a fraction of its overdamped value at the same friction. At 20 ps$^{-1}$ the fraction is 0.84. The leading correction gives 0.82 and Kramers' factor 0.83. The corrected coefficient is $9.2\times10^{-9}$ cm$^2$/s. At 50, 10 and 5 ps$^{-1}$ the full fractions are 0.97, 0.63 and 0.40. At 5 ps$^{-1}$ the leading correction gives 0.22 and has left its range, while Kramers' factor gives 0.39. The overdamped formula, in which $D$ grows as $1/\gamma$, then overestimates $D$ by a factor of 2.5.

The other omissions were sized for the same numbers at 20 ps$^{-1}$. Friction from phonons has a memory. With an exponential memory of 0.021 ps, set by a rough Debye temperature of 370 K, the growth rate $\mu$ at the barrier rises by 6%; if the hopping rate follows $\mu$, as it does without memory, $D$ rises equally. This figure depends strongly on the memory time chosen: 0.021 ps is $\hbar/k_B\Theta$, and the full Debye period $h/k_B\Theta=0.13$ ps would raise $\mu$ by 40%. Quantum motion was estimated, without derivation here, by the damped harmonic rate factor
$$\prod_{n\ge1}\frac{\nu_n^2+\gamma\nu_n+\omega_0^2}{\nu_n^2+\gamma\nu_n-\omega_0^2},\qquad\nu_n=\frac{2\pi nk_BT}{\hbar},$$
which exceeds one by 0.1%. Adding a second harmonic $0.1\,V\cos2kx$ leaves the barrier unchanged and lowers the overdamped $D$ by 5%. With inertia the drop is larger, because the harmonic also makes the barrier top sharper.

The barrier height matters far more. If it is 0.05 eV higher, $D$ is multiplied by 0.41. The exponential alone gives $e^{-0.05/0.0517}=0.38$, and the prefactor, proportional to $V$, restores a factor $0.325/0.30=1.08$. Direction matters too. If the potential is a sum of two cosines, one in each surface coordinate, and the friction is the same for both, each coordinate has its own Bessel factor. A chosen barrier of 0.80 eV across the rows then makes overdamped diffusion across them 0.028 times that along them. With inertia at 20 ps$^{-1}$ the ratio also depends on the period across the rows: it is 0.027 for 0.40 nm and 0.031 for 0.80 nm.

Interactions separate collective diffusion from that of a single atom. The collective coefficient acquires the thermodynamic factor $\partial(\mu_c/k_BT)/\partial\ln\theta$, where $\mu_c$ is the chemical potential and $\theta$ the fraction of occupied sites. For a row of sites with one atom at most on each, and an attraction of 0.10 eV between neighbours, this factor is 0.91 at $\theta=0.01$. Attraction weakens the tendency of a dense region to spread. The change of the atoms' mobility by their neighbours is not included in this number, and it can be as large: if a hop must break the bond to the neighbour left behind, the collective coefficient falls to 0.81 of the single-atom value.

A real Ge(001) surface departs from the model in ways that these estimates do not cover. Its atoms pair into tilted dimers, an adatom can rest at more than one kind of site within a period, and the substrate atoms shift as it passes. A single rigid cosine with constant friction is therefore an effective description, and its parameters are not known closely enough to predict $D$ to better than a factor of a few. Adatoms may also bind to each other much more strongly than 0.10 eV, so the result belongs to the dilute stage before pairs form. In the overdamped limit the ratio $D/D_0$ is free of the uncertain friction and depends on $V/k_BT$ alone; the absolute $D$ is not. The numerical output below lists the values at each temperature and friction rate.

## Computed values

```
Tests in reduced units
D/D0, z=2, Bessel formula: 0.19244
D/D0, z=2, Bloch eigenvalue: 0.19244
D/D0, z=2, steady flux: 0.19240
D/D0, z=1, Bessel formula: 0.6239
D/D0, z=1, trajectories: 0.6367
Example: Ge adatom on Ge(001), rough inputs
period: 0.40 nm; mass: 72.63 u
barrier 2V: 0.60 eV; amplitude V: 0.30 eV
temperature: 600 K; kT: 0.05170 eV
friction rate (chosen): 20 ps^-1
z = V/kT: 5.8023
I0(z): 56.153; I0(z)^2: 3153.2
I1(z)/I0(z): 0.9092
free D0: 3.434e-05 cm2/s
D: 1.089e-08 cm2/s = 1.089e+06 nm2/s
D, leading high-barrier form: 1.142e-08 cm2/s
same with factor 1-1/(4z): 1.093e-08 cm2/s
mean time to a neighbouring well: 73.5 ns
rms distance in 1 s: 1476 nm
T=500 K: D=1.079e-09 cm2/s, Ea=0.5982 eV
T=600 K: D=1.089e-08 cm2/s, Ea=0.5972 eV
T=700 K: D=5.663e-08 cm2/s, Ea=0.5960 eV
T=800 K: D=1.944e-07 cm2/s, Ea=0.5944 eV
Neglected effects
well frequency omega0: 9.916 ps^-1
Inertia: D(with inertia)/D(overdamped)
gamma=5 ps^-1: full 0.403, leading 0.219, Kramers 0.393
gamma=10 ps^-1: full 0.633, leading 0.528, Kramers 0.621
gamma=20 ps^-1: full 0.840, leading 0.817, Kramers 0.830
gamma=50 ps^-1: full 0.967, leading 0.965, Kramers 0.963
D corrected for inertia: 9.152e-09 cm2/s
rough Debye temperature: 370 K; memory time: 0.0206 ps
rate factor from friction memory: 1.061
quantum rate factor: 1.00129
factor from 10 % second harmonic, same barrier: 0.951
factor if the barrier is 0.05 eV higher: 0.414
D across/along rows, barrier across 0.80 eV (chosen): 0.0282
coverage 0.01, attraction 0.10 eV (chosen): thermodynamic factor 0.909
```
